# Zero Bond Ellipticity and the Metal–Ligand Triple Bond

**Q:** I have been analysing the molecular nitride NMoF₃, a small relative of the metal nitrides considered as deposition precursors. The ellipticity of its Mo–N bond is zero to every printed digit. A double bond has a π cloud in one plane and therefore a positive ellipticity. Mine has none, so I conclude that the bond is single, whatever the formula N≡Mo says.

**A:** Which definition did you use, and what are the separate curvatures?

**Q:** The usual one. At the bond critical point the electron density $\rho$ has zero gradient, and its matrix of second derivatives $H$ has eigenvalues $\lambda_1\le\lambda_2<0<\lambda_3$. The ellipticity is

$$\varepsilon=\frac{\lambda_1}{\lambda_2}-1 .$$

I find $\lambda_1=\lambda_2=-0.4977$ and $\lambda_3=1.2498$, in $e/a_0^5$, where $a_0$ is the bohr radius. The level is Hartree–Fock with the def2-SVP basis and an effective core potential on Mo. I chose the geometry rather than optimizing it: Mo–N 1.65 Å, Mo–F 1.84 Å, angle N–Mo–F 107°, with a threefold axis along Mo–N.

**A:** That axis fixes your result before any bonding is considered. Let $R$ be the rotation by $\alpha=2\pi/n$ about the bond, here with $n=3$, and suppose that the density is unchanged by it. The critical point $\mathbf r_0$ lies on the axis: if it lay off it, the rotation would produce further critical points for the same bond. Hence $R\mathbf r_0=\mathbf r_0$, and for a small displacement $\mathbf u$

$$\rho(\mathbf r_0+R\mathbf u)=\rho(\mathbf r_0+\mathbf u).$$

The gradient is zero at $\mathbf r_0$, so the second-order terms of the two sides give

$$\tfrac12\mathbf u^TR^THR\,\mathbf u=\tfrac12\mathbf u^TH\mathbf u .$$

This holds for every $\mathbf u$ and both matrices are symmetric, so $R^THR=H$, or equivalently $H=RHR^T$.

Take $z$ along the bond. The pair $(H_{xz},H_{yz})$ turns like a vector in the plane. A vector unchanged by a rotation through less than a full turn is zero, so $z$ is an eigendirection. Write the remaining block as

$$\begin{pmatrix}H_{xx}&H_{xy}\\H_{xy}&H_{yy}\end{pmatrix}
=m\begin{pmatrix}1&0\\0&1\end{pmatrix}+\begin{pmatrix}a&b\\b&-a\end{pmatrix},$$

with $m=(H_{xx}+H_{yy})/2$, $a=(H_{xx}-H_{yy})/2$ and $b=H_{xy}$. Its eigenvalues are $m\pm\sqrt{a^2+b^2}$. Multiplying out $RHR^T$ leaves $m$ alone and gives

$$a'=a\cos2\alpha-b\sin2\alpha,\qquad b'=a\sin2\alpha+b\cos2\alpha .$$

These two lines are the real and imaginary parts of $a'+ib'=e^{2i\alpha}(a+ib)$. Invariance therefore requires

$$(e^{2i\alpha}-1)(a+ib)=0 .$$

The first factor has magnitude $2|\sin\alpha|$. For $n=3$ this is $\sqrt3$, and it is nonzero for every larger $n$ as well. So $a=b=0$, and the two perpendicular eigenvalues are equal. A bond critical point has one positive eigenvalue, so the equal pair must be the negative one. Hence $\lambda_1=\lambda_2$ and $\varepsilon=0$. Bond order did not enter.

**Q:** Ethene also has a rotation axis along its C–C bond, and its ellipticity is not zero.

**A:** Its axis is twofold. Then $\alpha=\pi$, $e^{2i\alpha}=1$, and the condition says nothing about $a$ and $b$. Compare three hydrocarbons at the same level of theory:

| Molecule | Axis along C–C | Mayer bond order | $\varepsilon$ |
|---|---|---:|---:|
| ethane | threefold | 1.04 | 0.000 |
| ethene | twofold | 2.03 | 0.449 |
| ethyne | any angle | 2.80 | 0.000 |

The ellipticity rises and falls again while the bond order keeps rising. The nonzero entries depend on the basis: with def2-TZVP ethene has $\varepsilon\approx0.40$ and order 1.97, and ethyne has order 3.03. The pattern is unchanged. A zero cannot tell the first row from the third. Nor must a double bond have a positive ellipticity: each formal C=O double bond of CO₂ lies on an axis that permits any rotation angle, so its ellipticity is zero too.

**Q:** Ethyne is cylindrical, so I accept it there. My nitride has three fluorine atoms, and its density cannot be cylindrical. Should some trace of that not appear in $\varepsilon$?

**A:** It appears at a higher order than $\varepsilon$ can see. Put $x=r\cos\varphi$ and $y=r\sin\varphi$ on a small ring around the critical point, with $x$ and $y$ along the eigendirections. To second order

$$\rho=\rho_0+\tfrac12r^2(\lambda_x\cos^2\varphi+\lambda_y\sin^2\varphi).$$

With $\cos^2\varphi=(1+\cos2\varphi)/2$ and $\sin^2\varphi=(1-\cos2\varphi)/2$ this becomes

$$\rho=\rho_0+\tfrac14r^2(\lambda_x+\lambda_y)+\tfrac14r^2(\lambda_x-\lambda_y)\cos2\varphi .$$

Ellipticity is thus the $\cos2\varphi$ part of the density. A threefold axis permits angular terms that repeat every 120°, and $\cos2\varphi$ does not. The first permitted one is $\cos3\varphi$. In a smooth density it comes from cubic terms in $x$ and $y$, so it starts as $r^3$ and all its second derivatives are zero at the centre.

In your molecule, on a ring of radius $1\,a_0$, the $\cos3\varphi$ amplitude is $0.0013\ e/a_0^3$, while the $\cos2\varphi$ amplitude prints as zero to six decimals. Between $r=0.05$ and $0.10\,a_0$ the $\cos3\varphi$ amplitude grows by a factor 7.93. A pure $r^3$ law gives $2^3=8$, and the next permitted term, in $r^5$, accounts for a small departure.

**Q:** Then where did the π electrons go? Each π orbital is certainly flattened.

**A:** Each one is, and its partner is flattened at right angles to it. Under the threefold rotation the two partners turn into each other like the components of a vector. On the axis their values must be unchanged by the rotation, so both vanish there. Near the axis they start as

$$\psi_x\simeq fx,\qquad \psi_y\simeq fy,$$

with the same $f$. Two electrons in $\psi_x$ give the density $2f^2x^2$, which adds $4f^2$ to $H_{xx}$ and nothing to $H_{yy}$. Two electrons in $\psi_y$ add $4f^2$ to $H_{yy}$. Together they add the same amount to both: $m$ changes, while $a$ and $b$ do not.

For the occupied pair at −13.65 eV, one partner alone splits the curvatures by $4f^2=0.3587\ e/a_0^5$. For both together the splitting prints as zero. Now delete one partner from the density and freeze everything else. Its density and gradient vanish on the axis, so the critical point stays where it was. One curvature loses its positive contribution:

$$\lambda_1=-0.4977-0.3587=-0.8564,\qquad \lambda_2=-0.4977,$$

$$\varepsilon=\frac{0.8564}{0.4977}-1=0.721 .$$

This frozen density is a diagnostic device and not a state of any molecule. It shows that the zero in the full density is a cancellation between two large, equal contributions, not an absence of π electrons.

**Q:** So the zero is compatible with a triple bond. What shows that the bond really is one?

**A:** Something that counts shared electrons. The Mayer order between atoms A and B of a closed-shell molecule is

$$B=\sum_{\mu\in A}\sum_{\nu\in B}(PS)_{\mu\nu}(PS)_{\nu\mu},$$

where $P$ is the density matrix summed over spin and $S$ the overlap matrix of the basis functions. To see its scale, take one orthonormal function on each atom and a doubly occupied orbital with coefficients $c_A$ and $c_B$. Then $P_{AB}=2c_Ac_B$ and $B=4c_A^2c_B^2$. Since $c_A^2+c_B^2=1$, this is 1 for equal sharing and smaller for a polar bond.

For two atoms on the axis the sum can be divided. A function with angular momentum $m$ about the axis acquires the phase $e^{im\alpha}$ on rotation, up to a sign convention. $PS$ commutes with the rotation, so it connects functions on the axis only if their values of $m$ differ by a multiple of 3. Functions with $m=0,\pm3$ form a σ-like class, and the others a π-like class, with no cross terms. For Mo–N

$$B=1.029+1.878=2.907,$$

σ-like part first. That is close to one σ and two π components, the content of a triple bond. Mayer orders depend on the basis: def2-TZVP gives about $0.90+1.87=2.77$. I would read the value only as "about three".

**Q:** Is there a single metal–ligand bond with the same zero?

**A:** Each Ti–Cl bond of TiCl₄ lies on a threefold axis of the tetrahedron. With Ti–Cl set to 2.17 Å, $\lambda_1=\lambda_2=-0.1343\ e/a_0^5$ and $\varepsilon=0$. The Mayer order is 1.25, less than half that of Mo–N. It is not a pure σ bond, though: the σ-like part is 0.69 and the π-like part 0.56. "Single" describes the formula, and the calculation in this one basis finds considerable π-like sharing from chlorine. The ellipticity reports none of this either. Ethane is the cleaner single-bond case.

**Q:** May I at least keep the reverse rule, that a positive ellipticity means a double bond?

**A:** No. Look at a Mo–F bond in your own molecule. No threefold axis runs along it, so nothing forces its two curvatures to agree. Its ellipticity is 0.016, with a Mayer order of 0.81. With def2-TZVP these become 0.007 and 0.69, so the ellipticity is small and basis-dependent, but not zero.

The CH radical gives a stronger example and also marks a condition of the argument. Its nuclei lie on a line, but its ground state is a degenerate Π state with one electron in a π orbital. If the calculation places that electron in one of the two partners, the density lacks the symmetry of the nuclei. The result is $\varepsilon=0.153$ for a C–H bond (about 0.11 with def2-TZVP). An equal mixture of the two components has an axially symmetric density again, and its ellipticity is zero. It is the density that must have the axis, not just the nuclear frame.

**Q:** If a molecule has no such axis and I still find $\varepsilon=0$, is the bond single then?

**A:** That does not follow either. The quantities $a$ and $b$ are sums over all occupied orbitals. A zero says that the sums vanish, and they can do so by cancellation as well as by the absence of π electrons. One other symmetry can also force the zero: a fourfold rotation–reflection axis along the bond, centred on the critical point. Its quarter turn reverses the signs of $a$ and $b$, so both must vanish. B₂H₄ with its two BH₂ planes at right angles is an example. Without any such symmetry the zero is no longer forced, but it still does not count bonds.

**Q:** Real precursor molecules vibrate, and many carry bulky ligands. Does the zero survive?

**A:** Not at each instant. Tilt the nitrogen by 5° towards one fluorine and hold the MoF₃ frame fixed. The ellipticity rises from 0 to 0.027, while the Mayer order goes from 2.907 to 2.908. The symmetry has changed and the bonding hardly at all.

To judge whether 5° is a relevant tilt, use the energy rise of 38.9 meV. With $\Delta E=\tfrac12k\theta^2$ and $\theta=0.0873$ rad,

$$k=\frac{2\times0.0389\ \text{eV}}{(0.0873)^2}\approx10.2\ \text{eV/rad}^2 .$$

At 400 K, $k_BT=0.0345$ eV, and the classical root-mean-square tilt in one direction is $\sqrt{k_BT/k}=0.058$ rad, or 3.3°. The quantum harmonic value is 3.5°. Two independent directions combine to $\sqrt2\times3.5^\circ\approx4.9^\circ$, so 5° is a typical excursion in this model. The rigid frame leaves out the coupling to other vibrations, so this is an estimate of size.

As for real materials, TiCl₄ is used as a precursor for titanium nitride and oxide films, and the Ti–Cl distance chosen above is close to the measured one, about 2.2 Å. NMoF₃ is here a compact stand-in for nitrides with larger ligands, and 400 K is a rough temperature for heated vapour delivery. Bulky ligands may adopt conformations without a threefold axis, and adsorption on a surface will generally remove it. In general the zero is then no longer forced. The 5° tilt shows a change of about 0.03 from one such distortion; I have not calculated the others.

**Q:** Could the Hartree–Fock method be responsible for the triple bond?

**A:** At the same geometry and basis, the PBE density functional gives a Mayer order of 2.84 instead of 2.91, and a density at the critical point of 0.322 instead of $0.333\ e/a_0^3$. These are changes of 2 and 3 per cent relative to Hartree–Fock. The ellipticity remains zero, as it must while the density keeps its axis. Neither calculation is an exact reference: the basis is small and the geometry was not relaxed. In Hartree–Fock, going to def2-TZVP changes $\lambda_1=\lambda_2$ only from −0.498 to −0.497 and the density from 0.333 to 0.331, but $\lambda_3$ from 1.25 to 1.39.

Both calculations also keep the electrons in closed-shell pairs. In Hartree–Fock this is a real restriction here. If the two spins may occupy different orbitals, the energy falls by about 0.4 eV and the Mayer order drops to about 2.1, while the ellipticity stays zero. That solution mixes spin states, so it is not a reliable count either. The Hartree–Fock value near three therefore belongs to the closed-shell description, and a firmer statement would need a method that treats electron correlation more fully.

**Q:** Then I should report $\varepsilon=0$ for Mo–N as a consequence of the threefold axis, and base the triple bond on the σ and π contributions.

**A:** Yes, and state the symmetry beside the ellipticity, so that a reader can see whether the zero was free to be anything else. Beside the bond order, state that it comes from a closed-shell calculation. The def2-SVP values for the main cases are in the numerical output below.

## Numbers as computed

```
Level: Hartree-Fock/def2-SVP unless PBE is named
NMoF3 input: Mo-N 1.65, Mo-F 1.84 angstrom
NMoF3 input: angle N-Mo-F 107.0 degree
Mo-N BCP distance from Mo: 0.908 angstrom
Mo-N density at BCP: 0.3325 e/a0^3
Mo-N lam1, lam2, lam3: -0.4977 -0.4977 1.2498 e/a0^5
Mo-N ellipticity: 0.00000
Mo-N Mayer order: 2.907
Mo-N sigma-like part: 1.029, pi-like part: 1.878
Ring r = 1 a0, cos(2 phi) amplitude: 0.000000 e/a0^3
Ring r = 1 a0, cos(3 phi) amplitude: 0.001303 e/a0^3
cos(3 phi) amplitude ratio, r = 0.10 to 0.05 a0: 7.934
pi pair energy: -13.65 eV
Curvature splitting, one pi partner: 0.3587 e/a0^5
Curvature splitting, both partners: 0.000000 e/a0^5
Ellipticity with one partner deleted: 0.721
Mo-F ellipticity: 0.0163, Mayer order: 0.807
TiCl4 input: Ti-Cl 2.17 angstrom
Ti-Cl density at BCP: 0.1008 e/a0^3
Ti-Cl lam1, lam2: -0.1343 -0.1343 e/a0^5
Ti-Cl ellipticity: 0.00000, Mayer order: 1.249
Ti-Cl sigma-like part: 0.690, pi-like part: 0.559
ethane C-C ellipticity: 0.00000, Mayer order: 1.041
ethene C-C ellipticity: 0.44904, Mayer order: 2.025
ethyne C-C ellipticity: 0.00000, Mayer order: 2.798
CH radical, one Pi component, ellipticity: 0.1530
PBE Mo-N density at BCP: 0.3219 e/a0^3
PBE Mo-N ellipticity: 0.00000, Mayer order: 2.844
PBE Mo-N sigma-like: 1.071, pi-like: 1.773
Bent by 5.0 degree: Mo-N ellipticity 0.0274
Bent: Mo-N Mayer order 2.908
Bent: energy rise 38.9 meV
Bend force constant: 10.21 eV/rad^2
RMS bend per direction at 400 K: 3.46 degree
```
